\section*{Wigner–Seitz Truncated Coulomb Kernel for Exact Exchange on Anisotropic Meshes, part 2}

The problem is the exchange energy $E$ per cell of one doubly occupied band $\psi_{\mathbf k}$ on a $\Gamma$-centred $N_1\times N_2\times N_3$ mesh of $N_k$ points; $E_\infty$ is the infinite-crystal value. Energies carry $k_e=e^2/4\pi\varepsilon_0=2.307078\times10^{-28}$ J m. The unit cell has volume $\Omega$; the supercell has volume $V=N_k\Omega$, lattice vectors $\mathbf R$ and length $L$ along a given direction.

The kernel $K(\mathbf q)$, sampled on the supercell reciprocal lattice, gives the interaction $v_{\rm per}(\mathbf s)=V^{-1}\sum_{\mathbf q}K(\mathbf q)e^{i\mathbf q\cdot\mathbf s}$. The Wigner--Seitz (WS) kernel is the transform of $1/r$ over the WS cell, so that $v_{\rm per}(\mathbf s)=1/\min_{\mathbf R}|\mathbf s-\mathbf R|$. With the infinite crystal's one-spin density matrix $\gamma$ and the exchange hole $C(\mathbf s)=\int_\Omega|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2d^3r$, which integrates to 1,
\begin{equation}
E-E_\infty=-k_e\int C(\mathbf s)\Big[v_{\rm per}(\mathbf s)-\frac1s\Big]d^3s+(\text{cross terms}).\label{err}
\end{equation}
Cross terms are products of $\gamma$ shifted by different $\mathbf R$, a sampling error present with any kernel. If $|\gamma|$ falls as $e^{-\kappa s}$ along a supercell vector of length $L$, the WS bracket term is of order $e^{-\kappa L}$, up to powers of $L$, when the hole is largest at the face centres.

In reciprocal space $\rho(\mathbf k,\mathbf q)=\int_\Omega\psi^*_{\mathbf k}\psi_{\mathbf k+\mathbf q}e^{-i\mathbf q\cdot\mathbf r}d^3r$ and $\tilde C(\mathbf q)=N_k^{-1}\sum_{\mathbf k}|\rho|^2$.

To build the WS kernel, $1/r$ is split into $\operatorname{erfc}(\alpha r)/r+\operatorname{erf}(\alpha r)/r$, with $\alpha=\sqrt{-\ln\epsilon}/R_{\rm in}$, tolerance $\epsilon$ and $R_{\rm in}$ half the shortest $\mathbf R$. The first part is transformed over all space, with an excess from outside the cell of at most $4\pi\int_{R_{\rm in}}^\infty r\operatorname{erfc}(\alpha r)\,dr$. The second is transformed by FFT on a grid of spacing $h$, each point folded to its nearest image; "wrap only" just wraps fractional coordinates into $[-\tfrac12,\tfrac12]$. "Faces" denotes an exact kernel from integrals over the cell faces $f$. For faces of solid angle $\omega_f$ lying on grid planes $h_f$ apart, the kink there gives
\begin{equation}
K_{\rm FFT}(0)-K(0)\approx-\sum_f\frac{h_f^2\,\omega_f}{12}.
\end{equation}

\section{What the alternatives do on a long prism}

On a long prism each error follows from Eq.~(\ref{err}) without the cross terms; on short supercells the cross terms can be as large as the bracket term.

The equal-volume sphere (Spencer--Alavi) has $R_c=(3V/4\pi)^{1/3}$, $K=4\pi\int_0^{R_c}\sin(qr)\,dr/q=4\pi(1-\cos qR_c)/q^2$ and $v_{\rm per}=\sum_{\mathbf R}\theta(R_c-|\mathbf s-\mathbf R|)/|\mathbf s-\mathbf R|$. Refining one direction grows $R_c$ as $N_3^{1/3}$ while the shortest $\mathbf R$ stays fixed. Once the hole lies wholly within $R_c$ of some images and is small compared with their distance, $\Delta E\approx-k_e\sum_{0<|\mathbf R|<R_c}1/|\mathbf R|$.

The inscribed sphere of radius $R_{\rm in}$ does not overlap its images but sets $v_{\rm per}=0$ in the rest of the cell, so $\Delta E=+k_e\int_{s>R_{\rm in}}C/s\,d^3s$ when the hole is negligible near the images. Lengthening the long side does not change $R_{\rm in}$, so this error saturates. For a hole that fits in the ball the inscribed sphere is as good as WS.

The probe-charge Ewald correction keeps $4\pi/q^2$ and sets $K(0)=Vv_M$ so that $u=v_{\rm per}-1/s$ vanishes at $\mathbf s=0$. Splitting with a parameter $\eta$, the potential with $K(0)=0$ is $\sum_{\mathbf R}\operatorname{erfc}(\eta|\mathbf s-\mathbf R|)/|\mathbf s-\mathbf R|$, minus its mean $\pi/\eta^2V$, plus the long-range series; at the origin $\operatorname{erfc}(\eta s)/s-1/s\to-2\eta/\sqrt\pi$. Hence
\begin{equation}
v_M=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2V}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}\eta R}{R}-\frac{4\pi}{V}\sum_{\mathbf q\ne0}\frac{e^{-q^2/4\eta^2}}{q^2}.
\end{equation}
The missing $\mathbf q=0$ term of the source is a uniform background, $\nabla^2u=4\pi/V$ near the origin. In a long prism the distant layers of images act as uniform sheets, up to terms exponentially small in the layer distance, and their linear potentials cancel in pairs; the background, summed as slabs, gives $2\pi s_z^2/V$. Images in the plane of the origin give $\sum_ls^lP_l(\cos\chi)/R^{l+1}$, with $\chi$ the angle between $\mathbf s$ and $\mathbf R$. By the addition theorem the azimuthal average of $P_l(\cos\chi)$ is $P_l(0)P_l(\cos\theta)$, zero for odd $l$, and sixfold symmetry removes azimuthal terms below $l=6$; those at $l=6$ are dropped for a nearly axial hole. With $Z_n=\sum'R^{-n}$ over the plane and averages taken over $C$,
\begin{equation}
\Delta E\approx-k_e\Big[\frac{2\pi\langle s_z^2\rangle}{V}+\sum_{l=2,4,6}P_l(0)Z_{l+1}\langle s^lP_l\rangle\Big].\label{ew}
\end{equation}
The expansion converges for $s$ below the image distance, so over a hole with an exponential tail it is asymptotic. The first term falls as $1/N_3$; the others do not depend on $N_3$.

\section{A chain crystal on $2\times2\times N_3$ meshes}

\subsection{Model band and reference}

Place $\phi\propto e^{-\beta r^2}$, normalised, on each site $\mathbf T$ of a hexagonal lattice with $a=0.6$ nm, $c=0.2$ nm, $\beta=50$ nm$^{-2}$, $\Omega=0.06235$ nm$^3$. Since $r^2+|\mathbf r-\mathbf T|^2=2|\mathbf r-\mathbf T/2|^2+T^2/2$, a product of two orbitals is the overlap $S_{\mathbf T}=e^{-\beta T^2/2}$ times a unit Gaussian of exponent $2\beta$ at the midpoint, with transform $e^{-q^2/8\beta}e^{-i\mathbf q\cdot\mathbf T/2}$. The overlaps are $0.3679$ along $c$ and $1.234\times10^{-4}$ in the plane. With $S(\mathbf k)=\sum_{\mathbf T}S_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}$ and $\psi_{\mathbf k}=S(\mathbf k)^{-1/2}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\phi(\mathbf r-\mathbf T)$, one lattice sum unfolds the cell integral, and the phases $e^{i(\mathbf k+\mathbf q)\cdot\mathbf T}e^{-i\mathbf q\cdot\mathbf T/2}$ combine to
\begin{equation}
\rho(\mathbf k,\mathbf q)=e^{-q^2/8\beta}\,\frac{S(\mathbf k+\mathbf q/2)}{\sqrt{S(\mathbf k)S(\mathbf k+\mathbf q)}}.
\end{equation}

In real space $\gamma=\sum_{ij}\phi_iP_{ij}\phi_j$ with $P=S^{-1}$. Along $c$, with $p=e^{-\lambda}$ and $\lambda=\beta c^2/2$, the Jacobi triple product gives $\sum_np^{n^2}e^{in\vartheta}=\prod_{m\ge1}(1-p^{2m})(1+p^{2m-1}e^{i\vartheta})(1+p^{2m-1}e^{-i\vartheta})$. The zeros nearest the real axis are at $\vartheta=\pi\pm i\lambda$; shifting the Fourier contour of $1/S$ to them gives, at large $|n|$, $P_n\propto(-1)^ne^{-\lambda|n|}$, so $\kappa=\lambda/c=\beta c/2=5.000$ nm$^{-1}$.

For two Gaussians of exponent $2\beta$ whose centres differ by $\mathbf D$, the variances add and the separation has the density $(\beta/\pi)^{3/2}e^{-\beta|\mathbf s-\mathbf D|^2}$. The angular integral $\int_{-1}^1e^{2\beta sD\mu}d\mu=\sinh(2\beta sD)/\beta sD$ turns the average of $\theta(s-R)/s$ into
\begin{align}
t_R(D)&=\Big(\frac\beta\pi\Big)^{3/2}\frac{\pi}{\beta D}\int_R^\infty\big[e^{-\beta(s-D)^2}-e^{-\beta(s+D)^2}\big]ds\nonumber\\
&=\frac{\operatorname{erfc}\sqrt\beta(R-D)-\operatorname{erfc}\sqrt\beta(R+D)}{2D}.
\end{align}
At $R=0$ this is $\operatorname{erf}(\sqrt\beta D)/D$. With weights $w=P_{0j}P_{kl}S_{0k}S_{jl}$ and $\mathbf D$ joining the midpoints of the pairs $(0,k)$ and $(j,l)$, $E_\infty=-k_e\sum_{jkl}w\,t_0(D)=-1.976666\times10^{-18}$ J $=-12.33738$ eV, obtained without any kernel $K$. Without overlap only $D=0$ survives and $E=-2k_e\sqrt{\beta/\pi}=-1.840782\times10^{-18}$ J.

\subsection{Results}

With $\epsilon=10^{-10}$ and $h=0.05$ nm, $R_{\rm in}=0.600$ nm for all meshes and $\alpha=\sqrt{10\ln10}/0.600=7.9975$ nm$^{-1}$. The errors $E-E_\infty$ in J are:

\begin{center}
\begin{tabular}{rrrrr}
$N_3$&WS&equal vol.&inscribed&Ewald\\
6&$-3.4\times10^{-22}$&$-1.2\times10^{-21}$&$-2.1\times10^{-22}$&$-1.0\times10^{-20}$\\
8&$-3.7\times10^{-23}$&$-2.9\times10^{-23}$&$+3.3\times10^{-22}$&$-7.4\times10^{-21}$\\
16&$-1.7\times10^{-25}$&$-1.8\times10^{-20}$&$+3.6\times10^{-22}$&$-3.8\times10^{-21}$\\
64&$-1.6\times10^{-25}$&$-1.2\times10^{-18}$&$+3.6\times10^{-22}$&$-1.1\times10^{-21}$
\end{tabular}
\end{center}

On the nearly isotropic supercells WS is not the best entry: the inscribed sphere is closer at $N_3=6$ and the equal-volume sphere at $N_3=8$. For a sphere kernel the bracket in Eq.~(\ref{err}) is negative where no sphere reaches and positive inside an image sphere, so its error has parts of both signs; these smaller entries are partial cancellations in this example (the inscribed entry changes sign between $N_3=6$ and 8), not a property of the schemes. For the inscribed sphere at $N_3=6$ the part outside the central sphere is $+3.6\times10^{-22}$ J and the part from the image spheres $-4.2\times10^{-22}$ J; after this cancellation the cross terms, $-1.5\times10^{-22}$ J, supply most of the entry. From $N_3=16$ on, each alternative is more than 100 times worse than WS.

The WS error stops at $-1.607\times10^{-25}$ J ($-1.0\times10^{-6}$ eV) from $N_3=24$. The floor is independent of $N_3$ and comes from the two-point sampling in the plane: cross terms supply 97\% of it, and a $3\times3\times24$ mesh lowers it to about $10^{-29}$ J. Subtracting it, $N_3=12$ and 16 leave $7.350-1.607=5.743$ and $1.706-1.607=0.099$, in units of $10^{-25}$ J. The ratio is 58 over $4c=0.8$ nm, a rate $\ln58/0.8=5.08$ nm$^{-1}$, within 2\% of $\kappa$. The last digits depend on the grid: at $h=0.025$ nm the three values are $7.364$, $1.708$ and $1.609$, and the rate is unchanged.

At $N_3=64$, $V=15.9626$ nm$^3$ and $R_c=(3\times15.9626/4\pi)^{1/3}=1.5620$ nm, which encloses the six images at $2a=1.2$ nm. The prediction $-6\times2.307078\times10^{-28}/1.2\times10^{-9}=-1.1535\times10^{-18}$ J matches the computed $-1.153\times10^{-18}$ J ($-7.20$ eV), 58\% of $|E_\infty|$. Beyond $N_3=8$, refining the mesh along $c$ made this scheme worse at every tabulated step. For the inscribed sphere, $k_e\sum w\,t_{R_{\rm in}}(D)=3.621\times10^{-22}$ J against the computed $3.619\times10^{-22}$ J ($2.26\times10^{-3}$ eV).

For Ewald, $v_M=-7.2373$ nm$^{-1}$, so $K(0)$ is negative, whereas the WS value is $8.7557$ nm$^2$. A harmonic polynomial averaged over a spherical Gaussian equals its value at the centre, so $\langle s^lP_l\rangle=\sum wD^lP_l(D_z/D)$. The $l=2$ moment comes out at rounding level, $4\times10^{-16}$ nm$^2$, although the hole is not spherical. This holds for the whole model family. About $\mathbf k'=\mathbf k+\mathbf q/2$, $2\ln S(\mathbf k')-\ln S(\mathbf k'-\mathbf q/2)-\ln S(\mathbf k'+\mathbf q/2)=-\tfrac14(\mathbf q\cdot\nabla)^2\ln S+O(q^4)$, and the zone average of a derivative of a periodic function is zero. Hence $\tilde C=1-q^2/4\beta+O(q^4)$, and comparison with $1-\tfrac12\langle(\mathbf q\cdot\mathbf s)^2\rangle$ gives $\langle s_is_j\rangle=\delta_{ij}/2\beta$, isotropic, with $\langle s_z^2\rangle=0.0100$ nm$^2$. The anisotropy enters at $l=4$. With $P_4(0)=3/8$ and $P_6(0)=-5/16$, the bracket of Eq.~(\ref{ew}) has the terms
\begin{align}
2\pi\times0.0100/15.9626&=3.936\times10^{-3},\nonumber\\
0.375\times2.7175\times6.8696\times10^{-4}&=0.700\times10^{-3},\nonumber\\
-0.3125\times1.7290\times1.7418\times10^{-4}&=-0.094\times10^{-3},
\end{align}
in nm$^{-1}$. The sum $4.542\times10^{-3}$ nm$^{-1}$ gives $-1.048\times10^{-21}$ J, 0.5\% smaller in size than the computed $-1.053\times10^{-21}$ J ($-6.6\times10^{-3}$ eV). The numerical check below covers the transforms, the folding, the kink law, the decay rate and the three predicted errors.

\section{Guidance}

Compare $R_c$ with the shortest supercell vector $2R_{\rm in}$ before using an equal-volume sphere. When $2R_{\rm in}-R_c$ falls to the size of the hole, or is negative, the sphere couples the hole to its images and WS truncation avoids this. For an insulator, size the mesh in each direction so that $\kappa L$ along it meets the target; with WS truncation the directions can be refined separately when no slowly decaying direction crosses a face obliquely, and an error that no longer responds to one direction calls for a test of the others. Setting $\epsilon$ below the target relative accuracy of the energy is a cautious choice that costs little, since $\alpha$ grows as $\sqrt{-\ln\epsilon}$; the excess enters the energy weighted by the hole near the faces, and in the model $\epsilon=10^{-4}$ changes $E$ by only $2\times10^{-9}$ of itself at $N_3=6$. Check that the grid resolves $\alpha$ on thin supercells. Judge grid convergence by the energy, not by kernel elements. Single elements of $K$ can carry an $h^2$ kink error whose size and sign depend on $\mathbf q$ and on where the faces cut the grid: a face midway between grid planes contributes $+h_f^2\omega_f/24$ to $K(0)$ in place of $-h_f^2\omega_f/12$, and in the triclinic cell the error is far smaller. In the energy of a metal this error is reduced only as far as the hole is small at the faces, not exponentially. In both cases the grid needs its own convergence study.

\section*{Calculated quantities}
\begin{verbatim}
ke = 2.307078e-28 J m
cube L = 1 nm: K(0) by faces = 2.380077 nm^2
triclinic rows (nm): [[1.0, 0.0, 0.0], [1.3, 0.9, 0.0], [0.4, -0.7, 2.6]]
triclinic: faces 14, R_in 0.4743 nm, alpha 10.116 /nm, wrap misses 0.470
  m=(0, 0, 0): K faces 3.77309, FFT 3.77309, wrap only 3.39806 nm^2
  m=(0, 0, 1): K faces 1.22239, FFT 1.22239, wrap only 1.07258 nm^2
  m=(1, 1, 0): K faces 0.34686, FFT 0.34686, wrap only 0.45591 nm^2
  m=(1, 2, -1): K faces 0.23086, FFT 0.23086, wrap only 0.15509 nm^2
model: a 0.6 nm, c 0.2 nm, beta 50.0 /nm^2, Omega 0.06235 nm^3, eps 1e-10, h 0.05 nm
overlaps: along c 0.3679, in plane 1.234e-04
2x2x12: K(0) faces 4.659314 nm^2, solid angle ends 1.4388, sides 11.1275 sr
  h 0.1 nm: K(0) error -3.4747e-03, kink formula -3.5173e-03 nm^2
  h 0.05 nm: K(0) error -8.7667e-04, kink formula -8.7932e-04 nm^2
  h 0.025 nm: K(0) error -2.1966e-04, kink formula -2.1983e-04 nm^2
eps 1e-2: K(0) shift 2.5203e-04, bound 1.0944e-03 nm^2
isolated-orbital value -1.840782e-18 J
E_inf = -1.976665839e-18 J = -12.3373778 eV
N3, L3 nm, Rc nm | E-E_inf (J): WS, equal sphere, inscribed, Ewald
 6   1.2 0.7096 | -3.389e-22 -1.152e-21 -2.076e-22 -1.013e-20
 8   1.6 0.7810 | -3.736e-23 -2.888e-23 +3.346e-22 -7.445e-21
12   2.4 0.8940 | -7.350e-25 -1.310e-21 +3.616e-22 -4.989e-21
16   3.2 0.9840 | -1.706e-25 -1.815e-20 +3.619e-22 -3.777e-21
24   4.8 1.1264 | -1.607e-25 -2.680e-19 +3.619e-22 -2.567e-21
32   6.4 1.2397 | -1.607e-25 -7.552e-19 +3.619e-22 -1.961e-21
64  12.8 1.5620 | -1.607e-25 -1.153e-18 +3.619e-22 -1.053e-21
2x2x64: V 15.9626 nm^3, R_in 0.600 nm, alpha 7.9975 /nm, erfc(alpha R_in) 1.15e-11
2x2x64: K_WS(0) 8.7557 nm^2, v_M -7.2373 /nm
2x2x64 errors (eV): -1.003e-06 -7.199e+00 +2.259e-03 -6.572e-03
WS decay rate N3 12->16: 5.079 /nm, beta c/2 = 5.000 /nm
images inside Rc: 6, predicted sphere error -1.1535e-18 J
predicted inscribed error +3.6210e-22 J
<s_z^2> 0.010000 nm^2, background term 3.93620e-03 /nm
  l 2: Z 6.3855 nm^-3, moment 3.8077e-16 nm^2, term -1.216e-15 /nm
  l 4: Z 2.7175 nm^-5, moment 6.8696e-04 nm^4, term +7.000e-04 /nm
  l 6: Z 1.7290 nm^-7, moment 1.7418e-04 nm^6, term -9.411e-05 /nm
predicted Ewald error -1.0479e-21 J
N3 6, h 0.04->0.03 nm: |dE_WS| 6.93e-25 J, rel. dK(0) 1.15e-04
N3 24, h 0.04->0.03 nm: |dE_WS| 2.42e-29 J, rel. dK(0) 3.36e-05
\end{verbatim}
